# A validation suite for ultrasoft pseudopotential data files: a numerical check

```python
"""Validation suite for an ultrasoft pseudopotential data file.

Result under test: a sound file satisfies
  duality   <beta_i|ps_j> = delta_ij
  symmetry  D_ij = D_ji
  moments   int r^L Q^L_ij = int r^L (ae_i ae_j - ps_i ps_j)
  charge    density integral and rebuilt charge = number of electrons
  levels    the generalized eigenproblem returns the reference energies
and each typical corruption raises a definite set of alarms.
Symbols: ae, ps = all-electron and pseudo radial waves u(r) = r R(r);
beta = projectors; Q = augmentation functions; dion = bare D;
rho = radial density including 4 pi r^2; vion = ionic local potential.
Algebra in hartree and bohr; printed values in eV and angstrom.
"""
import copy
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, LinAlgError
from scipy.special import beta as beta_function
from scipy.special import eval_legendre, roots_jacobi

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

Z = 8.0
A_SCREEN = 0.32 / BOHR
R_BOX = 3.0 / BOHR
OCC = {0: 2.0, 1: 3.0}
N_EL = sum(OCC.values())
L_OF = np.array([0, 0, 1, 1])
N_CORE = {0: 1, 1: 0}          # core states below the valence state
N = 40                         # polynomial degree of each element


def make_grid(breaks, n):
    """Gauss-Lobatto elements: nodes, weights, stiffness matrix,
    weights of the first element, derivative matrix of the last one."""
    x = np.concatenate(([-1.0], np.sort(roots_jacobi(n - 1, 1, 1)[0]), [1.0]))
    p = eval_legendre(n, x)
    w = 2 / (n * (n + 1) * p**2)
    gap = x[:, None] - x[None, :] + np.eye(n + 1)
    d = p[:, None] / p[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    size = n * (len(breaks) - 1) + 1
    r, wt, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e, (a, b) in enumerate(zip(breaks[:-1], breaks[1:])):
        h = (b - a) / 2
        s = slice(e * n, e * n + n + 1)
        r[s] = a + h * (x + 1)
        wt[s] += h * w
        stiff[s, s] += d.T @ (w[:, None] * d) / h
    first_w = (breaks[1] - breaks[0]) / 2 * w
    return r, wt, stiff, first_w, d / h


def safe(r):
    """Radii with the origin replaced; every wave vanishes there."""
    return np.where(r > 0, r, 1.0)


def v_true(r):
    """Screened all-electron potential and its first two derivatives."""
    f = (Z - 1) * np.exp(-r / A_SCREEN)
    v = -(1 + f) / r
    v1 = (1 + f) / r**2 + f / (A_SCREEN * r)
    v2 = (-2 * (1 + f) / r**3 - 2 * f / (A_SCREEN * r**2)
          - f / (A_SCREEN**2 * r))
    return v, v1, v2


def solve(r, wt, stiff, v, l, beta=None, d=None, q=None, count=None):
    """Eigenpairs of the radial problem with zero value at both ends."""
    h = 0.5 * stiff + np.diag(wt * (v + l * (l + 1) / (2 * safe(r)**2)))
    s = np.diag(wt)
    if beta is not None:
        b = beta * wt
        h = h + b.T @ d @ b
        s = s + b.T @ q @ b
    sub = None if count is None else [0, count - 1]
    e, vec = eigh(h[1:-1, 1:-1], s[1:-1, 1:-1], subset_by_index=sub)
    u = np.zeros((vec.shape[1], len(r)))
    u[:, 1:-1] = vec.T
    return e, u


def pseudize(u, eps, l, rc, grid, vloc, norm_ratio):
    """Smooth polynomial wave inside rc and its chi; None if impossible."""
    r, wt, stiff, w_in, d_out = grid
    x = r[:N + 1]
    pw = l + 1.0 + 2 * np.arange(4)
    p3 = pw[:3]
    mat = np.array([rc**p3, p3 * rc**(p3 - 1), p3 * (p3 - 1) * rc**(p3 - 2)])
    curvature = (l * (l + 1) / rc**2 + 2 * (v_true(rc)[0] - eps)) * u[N]
    base = np.append(np.linalg.solve(mat, [u[N], d_out[0] @ u[N:],
                                           curvature]), 0.0)
    bump = np.array([1, -3 / rc**2, 3 / rc**4, -1 / rc**6])
    table = x[:, None]**pw
    fb, fg = table @ base, table @ bump
    target = norm_ratio * (w_in @ u[:N + 1]**2)
    a2, a1, a0 = w_in @ fg**2, w_in @ (fb * fg), w_in @ fb**2 - target
    disc = a1**2 - a2 * a0
    if disc < 0:
        return None
    roots = np.array([-a1 + np.sqrt(disc), -a1 - np.sqrt(disc)]) / a2
    c = base + roots[np.argmin(abs(roots))] * bump
    ps = u.copy()
    ps[:N + 1] = table @ c
    factor = (pw * (pw - 1) - l * (l + 1)) * c
    lap = x[:, None]**(pw[1:] - 2) @ factor[1:]
    chi = np.zeros_like(u)
    chi[:N + 1] = (eps - vloc[:N + 1]) * ps[:N + 1] + 0.5 * lap
    return ps, chi


def make_channel(l, rc, grid, vloc, states, norm_ratio):
    """Two-projector channel, accepted only if S > 0 and no ghost level."""
    r, wt, stiff = grid[:3]
    eps, ae = states
    made = [pseudize(u, e, l, rc, grid, vloc, norm_ratio)
            for u, e in zip(ae, eps)]
    if any(m is None for m in made):
        return None
    ps = np.array([m[0] for m in made])
    chi = np.array([m[1] for m in made])
    q = (ae * wt) @ ae.T - (ps * wt) @ ps.T
    b = (ps * wt) @ chi.T
    beta = np.linalg.inv(b).T @ chi
    d = b + q * eps[None, :]
    try:
        e, _ = solve(r, wt, stiff, vloc, l, beta, (d + d.T) / 2, q)
    except LinAlgError:
        return None
    if np.sum(e < eps[1] + 1e-3) != 2:
        return None
    return dict(eps=eps, ae=ae, ps=ps, beta=beta, d=d, b=b, q=q,
                ratio=norm_ratio)


def shape(r, rc, L, power=3):
    """r^(L+2) (1-r^2/rc^2)^power with unit L-th moment (analytic norm)."""
    norm = rc**(2 * L + 3) * beta_function(L + 1.5, power + 1) / 2
    inside = np.clip(1 - (r / rc)**2, 0, None)
    return r**(L + 2) * inside**power / norm


def hartree(f, rho):
    """Hartree potential of a radial density from the Poisson equation."""
    r, wt, k = f["r"], f["wt"], f["stiff"]
    u = np.zeros_like(r)
    u[-1] = wt @ rho
    rhs = (wt * rho / safe(r))[1:-1] - k[1:-1, -1] * u[-1]
    u[1:-1] = np.linalg.solve(k[1:-1, 1:-1], rhs)
    return u / safe(r)


def allowed(i, j, L):
    a, b = L_OF[i], L_OF[j]
    return abs(a - b) <= L <= a + b and (a + b + L) % 2 == 0


def generate():
    """First acceptable setting from a short list of candidates."""
    for rc_A in (0.70, 0.65, 0.75, 0.60, 0.80):
        rc = rc_A / BOHR
        grid = make_grid([0.0, rc, R_BOX], N)
        r, wt, stiff = grid[:3]
        v = v_true(safe(r))[0]
        states = {}
        for l in (0, 1):
            e, u = solve(r, wt, stiff, v, l, count=N_CORE[l] + 2)
            e, u = e[-2:], u[-2:]
            states[l] = (e, u * np.sign(u[:, N])[:, None])
        m = np.array([[1, rc**2, rc**4], [0, 2 * rc, 4 * rc**3],
                      [0, 2, 12 * rc**2]])
        c = np.linalg.solve(m, v_true(rc))
        for lift in (0.0, 25.0, 50.0, 100.0, 200.0, -25.0):
            vloc = v.copy()
            x = r[:N + 1]
            vloc[:N + 1] = (c[0] + c[1] * x**2 + c[2] * x**4
                            + lift / HARTREE * (1 - (x / rc)**2)**3)
            found = []
            for l in (0, 1):
                for ratio in (0.9, 0.8, 0.7, 0.6, 0.5, 0.95):
                    ch = make_channel(l, rc, grid, vloc, states[l], ratio)
                    if ch is not None:
                        found.append(ch)
                        break
            if len(found) == 2:
                return rc, lift, grid, vloc, found
    raise AssertionError("no ghost-free setting in the list")


rc, lift, grid, vloc_ref, channels = generate()
r, wt, stiff = grid[:3]
f = dict(r=r, wt=wt, stiff=stiff)
for key in ("eps", "ae", "ps", "beta"):
    f[key] = np.concatenate([ch[key] for ch in channels])
d_scr = np.zeros((4, 4))
for k, ch in enumerate(channels):
    d_scr[2 * k:2 * k + 2, 2 * k:2 * k + 2] = ch["d"]
f["Q"] = np.zeros((3, 4, 4, len(r)))
for L in range(3):
    for i in range(4):
        for j in range(4):
            if allowed(i, j, L):
                diff = f["ae"][i] * f["ae"][j] - f["ps"][i] * f["ps"][j]
                f["Q"][L, i, j] = (wt @ (r**L * diff)) * shape(r, rc, L)
rho_soft = sum(OCC[l] * f["ps"][2 * l]**2 for l in (0, 1))
f["rho"] = rho_soft + sum(OCC[l] * f["Q"][0, 2 * l, 2 * l] for l in (0, 1))
f["vion"] = vloc_ref - hartree(f, f["rho"])
f["dion"] = d_scr - f["Q"][0] @ (wt * vloc_ref)


def levels(f, rho=None):
    """Two lowest levels per channel and the output density."""
    rho = f["rho"] if rho is None else rho
    w = f["wt"]
    v = f["vion"] + hartree(f, rho)
    q = f["Q"][0] @ w
    d = f["dion"] + f["Q"][0] @ (w * v)
    d = (d + d.T) / 2
    out, new = [], np.zeros_like(rho)
    for l in (0, 1):
        s = slice(2 * l, 2 * l + 2)
        e, u = solve(f["r"], w, f["stiff"], v, l, f["beta"][s], d[s, s],
                     q[s, s], count=2)
        c = f["beta"][s] @ (w * u[0])
        new += OCC[l] * (u[0]**2 + np.einsum("i,j,ijr->r", c, c,
                                            f["Q"][0, s, s]))
        out.extend(e)
    return np.array(out), new


def validate(f):
    """Residuals: duality, symmetry (eV), moments / rc^L, charge, levels (eV)."""
    w, x = f["wt"], f["r"]
    same = L_OF[:, None] == L_OF[None, :]
    overlap = (f["beta"] * w) @ f["ps"].T
    duality = np.max(abs(overlap - np.eye(4))[same])
    symmetry = np.max(abs(f["dion"] - f["dion"].T)) * HARTREE
    moments = 0.0
    for L in range(3):
        for i in range(4):
            for j in range(4):
                if allowed(i, j, L):
                    diff = (f["ae"][i] * f["ae"][j]
                            - f["ps"][i] * f["ps"][j])
                    err = w @ (x**L * (f["Q"][L, i, j] - diff)) / rc**L
                    moments = max(moments, abs(err))
    rebuilt = 0.0
    for l in (0, 1):
        s = slice(2 * l, 2 * l + 2)
        u = f["ps"][2 * l]
        c = f["beta"][s] @ (w * u)
        rebuilt += OCC[l] * (w @ u**2 + c @ (f["Q"][0, s, s] @ w) @ c)
    charge = max(abs(w @ f["rho"] - N_EL), abs(rebuilt - N_EL))
    level = np.max(abs(levels(f)[0] - f["eps"])) * HARTREE
    return np.array([duality, symmetry, moments, charge, level])


# all-electron levels on a different, finer grid
r2, w2, k2 = make_grid([0.0, R_BOX / 3, R_BOX], 56)[:3]
for l in (0, 1):
    e2, _ = solve(r2, w2, k2, v_true(safe(r2))[0], l, count=N_CORE[l] + 2)
    assert np.max(abs(e2[-2:] - channels[l]["eps"])) < 1e-7

# Green's identity behind the symmetry of D
for ch in channels:
    left = ch["b"][0, 1] - ch["b"][1, 0]
    right = (ch["eps"][0] - ch["eps"][1]) * ch["q"][0, 1]
    assert abs(left - right) < 1e-7 and abs(right) > 1e-4

clean = validate(f)
assert np.all(clean < 1e-5), clean

# self-consistent run from a crude density, using only the bare data
rho = r**2 * np.exp(-2 * r)
rho *= N_EL / (wt @ rho)
for iteration in range(1, 301):
    scf_levels, new = levels(f, rho)
    change = wt @ abs(new - rho)
    rho = rho + 0.3 * (new - rho)
    if change < 1e-10:
        break
scf_error = np.max(abs(scf_levels - f["eps"])) * HARTREE
assert change < 1e-8 and scf_error < 1e-5


# first-order sensitivities by central differences
def slope(edit, h=1e-5):
    e = []
    for sign in (1, -1):
        g = copy.deepcopy(f)
        edit(g, sign * h)
        e.append(levels(g)[0])
    return (e[0] - e[1]) / (2 * h)


def edit_d22(g, h):
    g["dion"][1, 1] += h


def edit_q11(g, h):
    g["Q"][0, 0, 0] *= 1 + h


slope_d22 = slope(edit_d22)
slope_q11 = slope(edit_q11)[0]
Q11 = f["Q"][0, 0, 0]
predicted_q11 = wt @ (vloc_ref * Q11) - f["eps"][0] * (wt @ Q11)
assert abs(slope_d22[0]) < 1e-4 and abs(slope_d22[1] - 1) < 1e-4
assert abs(slope_q11 - predicted_q11) < 1e-4


# Coulomb potential outside rc of the p_z p_z augmentation charge
def outside_potential(f0, f2, z):
    mu, wmu = np.polynomial.legendre.leggauss(60)
    x = r[:N + 1, None]
    dist = np.sqrt(z**2 + x**2 - 2 * z * x * mu)
    p2 = (3 * mu**2 - 1) / 2
    dens = f0[:N + 1, None] + 2 * p2 * f2[:N + 1, None]
    return grid[3] @ ((dens / dist) @ wmu) / 2


z_out = 1.5 * rc
true_diff = f["ae"][2]**2 - f["ps"][2]**2
Q0p, Q2p = f["Q"][0, 2, 2], f["Q"][2, 2, 2]
Q2_other = (wt @ (r**2 * Q2p)) * shape(r, rc, 2, power=5)
pot_true = outside_potential(true_diff, true_diff, z_out)
pot_file = outside_potential(Q0p, Q2p, z_out)
pot_other = outside_potential(Q0p, Q2_other, z_out)
pot_half = outside_potential(Q0p, Q2p / 2, z_out)
assert abs(pot_true - pot_file) < 1e-7
assert abs(pot_true - pot_other) < 1e-7
assert abs(pot_true - pot_half) > 1e-4

# deliberate corruptions
q_all = f["Q"][0] @ wt
index_fault = (f["eps"][:, None] - f["eps"][None, :]) * q_all


def scale_projector(g):
    g["beta"][1] *= 1.01


def wrong_index(g):
    g["dion"] += index_fault


def wrong_index_mirrored(g):
    upper = np.triu(g["dion"] + index_fault)
    g["dion"] = upper + np.triu(upper, 1).T


def doubled_d(g):
    g["dion"] *= 2


def screened_d(g):
    g["dion"] = d_scr.copy()


def shifted_d22(g):
    g["dion"][1, 1] += 1.0 / HARTREE


def halved_quadrupole(g):
    g["Q"][2] *= 0.5


def scaled_q0(g):
    g["Q"][0] *= 1.05


def bare_density(g):
    g["rho"] = rho_soft.copy()


def change_convention(g):
    g["beta"] *= 2
    g["dion"] /= 4
    g["Q"] /= 4


def other_shape(g):
    m = g["Q"][2] @ (wt * r**2)
    g["Q"][2] = m[:, :, None] * shape(r, rc, 2, power=5)


cases = [
    ("s projector 2 times 1.01", scale_projector, "D---L"),
    ("wrong energy index in D", wrong_index, "-S---"),
    ("same, upper triangle mirrored", wrong_index_mirrored, "----L"),
    ("bare D doubled", doubled_d, "----L"),
    ("screened D stored as bare", screened_d, "----L"),
    ("s D22 raised by 1 eV", shifted_d22, "----L"),
    ("L=2 functions halved", halved_quadrupole, "--M--"),
    ("L=0 functions times 1.05", scaled_q0, "--MCL"),
    ("density not augmented", bare_density, "---CL"),
    ("beta*2, D/4, Q/4", change_convention, "D-M--"),
    ("L=2 shape changed, same moment", other_shape, "-----"),
]
ALARM = 1e-4
rows = []
for name, edit, expected in cases:
    g = copy.deepcopy(f)
    edit(g)
    res = validate(g)
    flags = "".join(c if x > ALARM else "-" for c, x in zip("DSMCL", res))
    assert flags == expected, (name, flags, expected, res)
    rows.append((name, flags, res))

g = copy.deepcopy(f)
shifted_d22(g)
shift_d22 = (levels(g)[0] - f["eps"]) * HARTREE
assert abs(shift_d22[0]) < 1e-5 and abs(shift_d22[1]) > 0.01
deficit = N_EL - wt @ rho_soft
assert abs(deficit - sum(OCC[l] * channels[l]["q"][0, 0]
                         for l in (0, 1))) < 1e-7

print(f"nuclear charge {Z:.0f}, electrons s {OCC[0]:.0f} p {OCC[1]:.0f}")
print(f"screening length {A_SCREEN*BOHR:.2f} A, sphere {R_BOX*BOHR:.2f} A")
print(f"core radius {rc*BOHR:.2f} A, local potential lift {lift:.0f} eV")
print(f"local potential near the origin {vloc_ref[1]*HARTREE:.2f} eV")
for name, ch in zip("sp", channels):
    e, q, d, b = ch["eps"] * HARTREE, ch["q"], ch["d"], ch["b"]
    d, b = d * HARTREE, b * HARTREE
    print(f"{name}: pseudo/true norm ratio inside core radius {ch['ratio']}")
    print(f"{name}: reference levels {e[0]:.4f} {e[1]:.4f} eV")
    print(f"{name}: q11 {q[0,0]:.5f} q12 {q[0,1]:.5f} q22 {q[1,1]:.5f}")
    print(f"{name}: B12 {b[0,1]:.5f} B21 {b[1,0]:.5f} eV")
    print(f"{name}: screened D11 {d[0,0]:.4f} D12 {d[0,1]:.4f} "
          f"D21 {d[1,0]:.4f} D22 {d[1,1]:.4f} eV")
for name, k in (("s", 0), ("p", 2)):
    d = f["dion"][k:k + 2, k:k + 2] * HARTREE
    print(f"{name}: bare D11 {d[0,0]:.4f} D12 {d[0,1]:.4f} "
          f"D22 {d[1,1]:.4f} eV")
print("clean residuals: duality, symmetry/eV, moments, charge/e, levels/eV")
print("  " + " ".join(f"{x:.1e}" for x in clean))
print(f"self-consistent run: {iteration} iterations, "
      f"largest level error {scf_error:.1e} eV")
print("  levels s1 s2 p1 p2: "
      + " ".join(f"{x*HARTREE:.4f}" for x in scf_levels) + " eV")
print(f"slope of s levels with D22: {slope_d22[0]:.6f} {slope_d22[1]:.6f}")
print(f"slope of s1 with relative Q11 scale: {slope_q11*HARTREE:.5f} eV, "
      f"formula {predicted_q11*HARTREE:.5f} eV")
print(f"s D22 + 1 eV: s1 moves {shift_d22[0]:.1e} eV, "
      f"s2 moves {shift_d22[1]:.4f} eV")
print(f"charge missing without augmentation {deficit:.5f} e")
print(f"potential of p_z p_z augmentation at {z_out*BOHR:.3f} A on the axis:")
print(f"  true {pot_true*HARTREE:.5f}, file {pot_file*HARTREE:.5f}, "
      f"other shape {pot_other*HARTREE:.5f}, "
      f"halved L=2 {pot_half*HARTREE:.5f} eV")
print(f"alarm threshold {ALARM:.0e}; columns as in the clean residuals")
for name, flags, res in rows:
    print(f"{name:31s} {flags} " + " ".join(f"{x:.1e}" for x in res))
print("done: every assertion held")
```

Printed output:

```
nuclear charge 8, electrons s 2 p 3
screening length 0.32 A, sphere 3.00 A
core radius 0.70 A, local potential lift 0 eV
local potential near the origin -109.45 eV
s: pseudo/true norm ratio inside core radius 0.9
s: reference levels -41.1705 -2.3646 eV
s: q11 0.08002 q12 -0.02039 q22 0.00489
s: B12 1.27785 B21 0.48664 eV
s: screened D11 -8.3276 D12 1.3261 D21 1.3261 D22 -0.0686 eV
p: pseudo/true norm ratio inside core radius 0.9
p: reference levels -27.7597 0.5753 eV
p: q11 0.08174 q12 -0.01880 q22 0.00511
p: B12 13.91765 B21 13.38498 eV
p: screened D11 -45.4117 D12 13.9068 D21 13.9068 D22 -4.5105 eV
s: bare D11 -1.6496 D12 -0.3756 D22 0.3396 eV
p: bare D11 -38.5898 D12 12.3379 D22 -4.0845 eV
clean residuals: duality, symmetry/eV, moments, charge/e, levels/eV
  2.1e-14 5.3e-11 6.5e-17 8.9e-16 3.1e-10
self-consistent run: 65 iterations, largest level error 5.0e-10 eV
  levels s1 s2 p1 p2: -41.1705 -2.3646 -27.7597 0.5753 eV
slope of s levels with D22: 0.000000 1.000001
slope of s1 with relative Q11 scale: -3.38372 eV, formula -3.38373 eV
s D22 + 1 eV: s1 moves 1.3e-10 eV, s2 moves 0.3234 eV
charge missing without augmentation 0.40525 e
potential of p_z p_z augmentation at 1.050 A on the axis:
  true 1.07591, file 1.07591, other shape 1.07591, halved L=2 1.09844 eV
alarm threshold 1e-04; columns as in the clean residuals
s projector 2 times 1.01        D---L 1.0e-02 5.3e-11 6.5e-17 8.9e-16 1.1e-03
wrong energy index in D         -S--- 2.1e-14 1.6e+00 6.5e-17 8.9e-16 3.7e-10
same, upper triangle mirrored   ----L 2.1e-14 0.0e+00 6.5e-17 8.9e-16 6.6e-01
bare D doubled                  ----L 2.1e-14 1.1e-10 6.5e-17 8.9e-16 5.8e+01
screened D stored as bare       ----L 2.1e-14 5.3e-11 6.5e-17 8.9e-16 7.0e+00
s D22 raised by 1 eV            ----L 2.1e-14 5.3e-11 6.5e-17 8.9e-16 3.2e-01
L=2 functions halved            --M-- 2.1e-14 5.3e-11 9.2e-03 8.9e-16 3.1e-10
L=0 functions times 1.05        --MCL 2.1e-14 5.3e-11 4.1e-03 2.0e-02 2.3e-01
density not augmented           ---CL 2.1e-14 5.3e-11 6.5e-17 4.1e-01 1.2e+01
beta*2, D/4, Q/4                D-M-- 1.0e+00 1.3e-11 6.1e-02 8.9e-16 3.1e-10
L=2 shape changed, same moment  ----- 2.1e-14 5.3e-11 6.5e-17 8.9e-16 3.1e-10
done: every assertion held
```
